# Distinct acid generators activated by five random electron strikes

## The problem

In a chemically amplified resist, exposure breaks up molecules called acid generators, and each broken generator supplies one acid. Under extreme-ultraviolet (EUV) light, the breaking is done largely by electrons released when photons are absorbed. A generator that has given its acid is spent: a further strike on it yields nothing.

Consider a small cell of resist that holds \(n=10\) generators, all fresh at the start, and let \(m=5\) electrons arrive. The model is as follows.

- Each electron strikes one generator, and each of the ten is equally likely to be the target.
- The target is independent of all the other strikes. In particular, a spent generator is as likely to be struck as a fresh one.
- The first strike on a generator activates it with certainty.

Let \(D\) be the number of distinct generators activated.

**(a)** Show that the expected value of \(D\) is 4.095, not five.

**(b)** Find the chance that each successive electron does something useful, and recover the answer to (a) from these chances.

**(c)** Find the probability of each value of \(D\), and its standard deviation.

**(d)** Estimate the EUV dose at which such a cell receives five strikes on average, and judge how far the result of (a) can be trusted there.

## Hints

1. For (a), do not follow the electrons. Pick one generator and ask for the probability that all five electrons miss it.
2. The expectation of a sum is the sum of the expectations, even when the terms depend on each other.
3. For (b), an electron is useful if none of the earlier ones struck its target.
4. For (c), count strike sequences. There are \(10^5\), all equally likely. Choose which \(k\) generators are activated, then count the sequences that use all \(k\) of them. For the spread, work with the untouched generators, taken in pairs.
5. For (d), the density of absorbed photons in a thin layer is the absorption coefficient times the number of incident photons per unit area.

## Solution

### (a) The mean

Give each generator \(i\) an indicator \(X_i\), equal to 1 if it is struck at least once and 0 if it is never struck. Since the first strike activates with certainty and later ones add nothing,

\[
D=\sum_{i=1}^{n}X_i .
\]

One electron misses generator \(i\) with probability \(1-1/n\). The electrons are independent, so the probabilities multiply, and all \(m\) miss it with probability \((1-1/n)^m\). The expectation of an indicator is the probability that it equals 1, so

\[
E[X_i]=1-\left(1-\frac1n\right)^m .
\]

The \(X_i\) are not independent, because a strike on one generator is a strike that the others did not receive. Expectations add all the same, and the \(n\) terms are equal:

\[
E[D]=n\left[1-\left(1-\frac1n\right)^m\right].
\]

For the given numbers \(0.9^5=0.59049\), and

\[
E[D]=10\,(1-0.59049)=4.0951\approx 4.095 .
\]

Five is the number of strikes. The number of activations is smaller by the strikes that land on spent generators, on average \(5-4.0951=0.9049\) of them. The mean need not be a whole number: it is the average over many identical cells, each of which has a whole number of activations.

**Limits.** For \(m=1\) the formula gives \(n\cdot(1/n)=1\), since a single electron cannot be wasted. For \(m\to\infty\) at fixed \(n\) it tends to \(n\): every generator is eventually spent. When \(n\) is much larger than \(m\), the binomial expansion

\[
\left(1-\frac1n\right)^m=1-\frac mn+\frac{m(m-1)}{2n^2}-\dots
\]

gives

\[
E[D]=m-\frac{m(m-1)}{2n}+\dots
\]

The answer "one acid per electron" is therefore the dilute limit. The correction has a direct reading: there are \(m(m-1)/2\) pairs of electrons, and each pair shares a target with probability \(1/n\). Here that makes \(10\times0.1=1\) wasted strike, slightly above the true 0.9049. The pair count is too high because three or more strikes on one generator form more pairs than they waste strikes: three strikes, for example, form three pairs but waste only two.

### (b) Electron by electron

Electron \(j\) finds a fresh generator if the \(j-1\) earlier electrons all missed its target. Whatever that target is, this has probability \((1-1/n)^{j-1}\). For \(j=1,\dots,5\) the values are

\[
1,\quad 0.9,\quad 0.81,\quad 0.729,\quad 0.6561 .
\]

Each is also the expected number of activations contributed by that electron, so their sum is \(E[D]\):

\[
1+0.9+0.81+0.729+0.6561=4.0951 .
\]

In general this is a geometric sum with ratio \(q=1-1/n\). Since \(1-q=1/n\),

\[
\sum_{j=1}^{m}q^{\,j-1}=\frac{1-q^m}{1-q}=n\,(1-q^m),
\]

which is the formula of part (a). The falling terms show the acid yield saturating: the fifth electron is worth about two thirds of the first.

### (c) Distribution and spread

Choose the \(k\) generators that are activated; this can be done in \(\binom nk\) ways. Next count the sequences of \(m\) strikes that stay within these \(k\) and hit every one of them. Inclusion and exclusion gives

\[
S_k=\sum_{j=0}^{k}(-1)^j\binom kj(k-j)^m .
\]

To see why, note that \((k-j)^m\) counts the sequences that avoid \(j\) named generators. A sequence that misses exactly \(s\) of the \(k\) is therefore counted \(\sum_j(-1)^j\binom sj=(1-1)^s\) times in total. That is zero for \(s\ge1\) and one for \(s=0\), as required. For \(m=5\):

- \(S_1=1\)
- \(S_2=32-2=30\)
- \(S_3=243-3\cdot32+3=150\)
- \(S_4=1024-4\cdot243+6\cdot32-4=240\)
- \(S_5=5!=120\), since five strikes on five generators are a permutation.

Multiplying by \(\binom{10}{k}=10,\,45,\,120,\,210,\,252\) gives the number of sequences, and dividing by \(10^5\) gives the probability:

- \(D=1\): 10 sequences, \(P=0.0001\)
- \(D=2\): 1350 sequences, \(P=0.0135\)
- \(D=3\): 18000 sequences, \(P=0.1800\)
- \(D=4\): 50400 sequences, \(P=0.5040\)
- \(D=5\): 30240 sequences, \(P=0.3024\)

The counts add up to 100000. The sum of \(k\) times the count is

\[
10+2700+54000+201600+151200=409510,
\]

which, divided by \(10^5\), is again 4.0951. All five electrons are useful in only about 30% of cells, and no cell can exceed five, so the mean must lie below five.

For the spread, let \(U=n-D\) be the number of untouched generators. It has the same variance as \(D\), because subtracting from a constant does not alter the spread. The product \(U(U-1)\) counts ordered pairs of different untouched generators. There are \(n(n-1)\) ordered pairs, and one electron misses both members of a pair with probability \(1-2/n\), so

\[
E[U(U-1)]=n(n-1)\left(1-\frac2n\right)^m=90\times0.8^5=29.4912 .
\]

With \(E[U]=10\times0.59049=5.9049\) and \(U^2=U(U-1)+U\),

\[
\operatorname{Var}D=E[U(U-1)]+E[U]-E[U]^2=29.4912+5.9049-34.8678=0.5283 .
\]

The standard deviation is \(\sqrt{0.5283}=0.727\). Thus even with exactly five strikes per cell, the acid count varies from cell to cell by about 0.7.

### (d) The cell in an EUV resist

Take rough typical values: 0.2 generators per nm³, an absorption coefficient \(\alpha=5\) per µm, and two generator strikes per absorbed photon. The wavelength is 13.5 nm, so the photon energy is 91.8 eV.

Ten generators occupy \(10/0.2=50\) nm³, a cube of edge about 3.7 nm. Five strikes need \(5/2=2.5\) absorbed photons, a density of \(2.5/50=0.050\) per nm³. The cell is far thinner than the absorption length \(1/\alpha\), so the absorbed density is \(\alpha F\), where \(F\) is the number of incident photons per unit area. With \(\alpha=0.005\) per nm,

\[
F=\frac{0.050}{0.005}=10\ \text{photons per nm}^2 .
\]

Multiplying by the photon energy, and by \(10^{14}\) nm² per cm², gives a local dose of about 15 mJ/cm². EUV resists are exposed at roughly some tens of mJ/cm², so the example lies towards the low end of the real range. The using-up of generators therefore matters in this regime. In the model it shows as repeated strikes on spent generators; it also lowers the yield when spent generators capture nothing but electrons can be lost elsewhere, as noted below.

The mean of 4.095 belongs to the stated model, including the choice of cell. At the same dose and density, a cell with \(n=4\), \(m=2\) gives 4.375 acids per ten generators, one with \(n=40\), \(m=20\) gives 3.973, and large cells tend to \(10\,(1-e^{-0.5})=3.935\). The following changes are made one at a time, with \(n=10\) and \(m=5\) otherwise kept.

**Unequal targets.** If generator \(i\) is struck with probability \(p_i\), the argument of part (a) gives \(E[D]=\sum_i[1-(1-p_i)^m]\). The function \(1-(1-p)^m\) has second derivative \(-m(m-1)(1-p)^{m-2}\le0\), so it is concave, and for a fixed total \(\sum_i p_i=1\) the sum is largest when all \(p_i\) are equal. If half the generators are twice as likely to be struck as the others, the probabilities are \(2/15\) and \(1/15\), and the mean falls to 4.014.

**Spent generators that capture less well.** If a spent generator could not be struck at all, and no electron could be lost elsewhere, every electron would find a fresh one and the answer would be five. These assumptions together make the naive answer exact. If electrons can also be lost to the surrounding matrix, a larger share is lost as fresh generators run out. When that loss dominates, and the electrons are numerous enough to give five strikes in a cell whose generators stayed fresh, the mean approaches \(10\,(1-e^{-0.5})=3.935\) even though spent generators capture nothing. If a spent generator is struck with half the weight of a fresh one, summing over all strike sequences with these weights gives 4.447.

**A random number of generators.** A cell cut out of a random mixture does not always hold ten. With a Poisson number of mean ten and the strikes still fixed at five, the mean becomes 4.009. If instead the number of strikes is Poisson with a mean of half the number of generators present, each generator is missed with probability \(e^{-0.5}\) and the mean is 3.935.

Two further assumptions, certain activation and a fixed number of strikes, are taken up in the variations. Of the single changes evaluated for this cell at the stated dose, the largest rise comes from spent generators that cannot be struck at all, which, with no other loss of electrons, lift the mean to five, by 22% of 4.095. The largest fall comes from imperfect activation: for the success probability chosen below, by 17% of 4.095 if a failed strike leaves the generator fresh, and by 20% if it ruins it. For a real resist even the first digit is thus uncertain, although 4.0951 is exact within the model.

## Variation 1: a strike may fail

*A strike on a fresh generator now activates it with probability \(s=0.8\). A failed strike leaves the generator fresh. Find \(E[D]\).*

Label every strike in advance as effective, with probability \(s\), or ineffective. A generator is activated if it receives at least one effective strike. One electron delivers an effective strike to a given generator with probability \(s/n\), so \(1/n\) is replaced by \(s/n\) throughout part (a):

\[
E[D]=n\left[1-\left(1-\frac sn\right)^m\right]=10\,(1-0.92^5)=3.409 .
\]

This exceeds \(0.8\times4.0951=3.276\). The smaller number would be right if a failed first strike ruined the generator, for then the first strike alone would decide its fate. Here a later electron may succeed where an earlier one failed, so some repeated strikes are no longer wasted.

## Variation 2: a random number of strikes

*Photons arrive at random, so the number of strikes is not fixed at five. Find \(E[D]\) when (i) the number of strikes \(N\) is Poisson with mean \(\mu=5\), and (ii) the number of absorbed photons is Poisson with mean 2.5 and each photon gives two independent strikes in the cell. Activation is certain again.*

**(i)** For given \(N\), a generator is missed with probability \(q^N\), where \(q=1-1/n=0.9\). Averaging over the Poisson distribution,

\[
E[q^N]=\sum_{k=0}^{\infty}e^{-\mu}\frac{\mu^k}{k!}q^k=e^{-\mu}e^{\mu q}=e^{-\mu(1-q)}=e^{-\mu/n},
\]

and therefore

\[
E[D]=n\left(1-e^{-\mu/n}\right)=10\left(1-e^{-0.5}\right)=3.935 .
\]

The mean is lower than for exactly five strikes because the yield saturates: a cell with extra strikes gains less than a cell with missing strikes loses.

**(ii)** The two strikes of one photon both miss a given generator with probability \(q^2=0.81\). The same sum, taken over photons, gives

\[
E[D]=10\left(1-e^{-2.5\,(1-0.81)}\right)=10\left(1-e^{-0.475}\right)=3.781 .
\]

The mean number of strikes is still five, but they now come in pairs. Their number fluctuates more, with variance \(2^2\times2.5=10\) in place of 5, and saturation costs more. In a real resist the electrons can travel a few nanometres, about the size of the cell, so the two strikes of one photon may fall in different cells. Suppose that the mean number of strikes per cell stays at five, and that two strikes of one photon still choose their targets independently when both fall in the same cell. The result then lies between 3.781 and 3.935. If the electrons travel so short a way that both tend to strike the same generator, it can be lower.

Both variations can act together. With \(s=0.8\) the factor \(q\) becomes 0.92, its square is 0.8464, and

\[
E[D]=10\left(1-e^{-2.5\times0.1536}\right)=3.189,
\]

which is 22% below 4.095.

Depth in the film enters through \(\mu\). If the top of a 30 nm film receives five strikes per cell on average, the bottom receives \(5e^{-0.005\times30}=4.30\). With single Poisson strikes and certain activation, the mean number activated is then 3.497 at the bottom against 3.935 at the top. The strikes fall by 14% and the activations by 11%, because the less exposed cells waste a smaller share of their strikes.

## Computed values

```
generators n = 10, electrons m = 5
strike sequences listed = 100000
sum of distinct counts over the list = 409510
P(a given generator is missed by all) = 0.59049
P(a given generator is activated) = 0.40951
expected distinct activated = 4.0951
expected distinct, 3 decimals = 4.095
expected wasted strikes = 0.9049
P(electron 1 finds a fresh one) = 1.0000
P(electron 2 finds a fresh one) = 0.9000
P(electron 3 finds a fresh one) = 0.8100
P(electron 4 finds a fresh one) = 0.7290
P(electron 5 finds a fresh one) = 0.6561
D = 1: sequences 10, P = 0.0001
D = 2: sequences 1350, P = 0.0135
D = 3: sequences 18000, P = 0.1800
D = 4: sequences 50400, P = 0.5040
D = 5: sequences 30240, P = 0.3024
variance of D = 0.5283
standard deviation of D = 0.727
EUV cell, rough typical inputs:
generator density = 0.2 per nm^3
absorption coefficient = 5.0 per um
strikes per absorbed photon = 2
wavelength = 13.5 nm
photon energy = 91.8 eV
cell volume = 50.0 nm^3
cell edge = 3.68 nm
mean absorbed photons in cell = 2.50
absorbed photon density = 0.050 per nm^3
incident photons = 10.0 per nm^2
local dose = 14.7 mJ/cm^2
Mean number activated when one assumption is changed:
Poisson number of strikes: 3.935
strikes in pairs, Poisson photons: 3.781
Poisson number of generators: 4.009
activation probability 0.8: 3.409
half the generators twice as likely: 4.014
spent generators at half weight: 4.447
film thickness = 30 nm
mean strikes at film bottom = 4.30
film bottom, Poisson strikes: 3.497
pairs and activation 0.8 together: 3.189
```
